# Step, Solver and Grid Settings for Axisymmetric Surface Diffusion

## What dimensions fix

A solid wire of radius $R$ carries a ripple of wavenumber $k$ along its axis. Atoms move along the surface, driven by differences of curvature, with normal velocity

$$v=B\,\nabla_s^2\kappa .$$

Here $\nabla_s^2$ is the surface Laplacian and $\kappa$ is the sum of the principal curvatures, positive on a sphere. Since $\kappa$ is an inverse length and the Laplacian adds two more, $B$ has dimensions length$^4$/time. The growth rate of a small ripple must therefore be

$$\sigma=\frac{B}{R^4}F(kR).$$

Reflection along the axis makes $F$ even. Conservation of volume supplies one factor $k^2$. Curvature contains at most two derivatives of the radius, so $F(x)=x^2(c_0+c_1x^2)$. Two limits fix the constants. At short wavelength the surface is locally flat, a displacement $\eta$ changes $\kappa$ by $-\eta_{zz}$, and $c_1=-1$. At long wavelength the wire is locally a cylinder, the change of $1/R$ is $-\eta/R^2$, and $c_0=1$. Hence

$$\sigma=Bk^2\left(\frac1{R^2}-k^2\right).$$

Ripples longer than the circumference ($kR<1$) grow and shorter ones decay. Setting $d\sigma/d(k^2)=0$ gives $k^2=1/(2R^2)$, wavelength $2\pi\sqrt2\,R$ and rate $B/(4R^4)$. For $R\to\infty$ the rate becomes $-Bk^4$: in this model a flat film levels its ripples.

This guide concerns four settings of a calculation that follows the ripple to large amplitude: time step, linear-solver tolerance, cell size and stopping radius. An electronic-structure calculation may supply the surface energy and diffusion barrier, but it does not choose these settings.

## The equation to be integrated

The chemical potential of a surface atom is $\mu=\gamma\Omega\kappa$, with constant surface tension $\gamma$ and atomic volume $\Omega$. The atom flux is $-(D_s\nu/k_BT)\nabla_s\mu$, with $D_s$ the surface diffusivity and $\nu$ the number of mobile atoms per area. Multiplying minus its divergence by $\Omega$ gives $v$. With $\nu=\Omega^{-2/3}$,

$$B=\frac{D_s\gamma\Omega^{4/3}}{k_BT}.$$

Let the surface be $r(z,t)$, positive and single-valued, with $s=\sqrt{1+r_z^2}$. Arc length is $s\,dz$, so

$$\nabla_s^2\kappa=\frac1{rs}\,\partial_z\!\left(\frac rs\,\kappa_z\right),\qquad r_t=s\,v.$$

Multiplying $r_t$ by $r$ and defining $u=r^2/2$ gives

$$u_t=B\,\partial_z\!\left(\frac rs\,\kappa_z\right).$$

The volume is $2\pi\int u\,dz$, so $u$ is the natural unknown: volume is linear in it. From here on $R=B=1$ unless units are written.

## A curvature that respects the surface area

The domain is half a wavelength with mirror ends. Cells have width $h$ and radii $r_i$ at their centres. At a face between cells, $\bar r$ is the mean radius, $p$ the radius difference divided by $h$, and $s=\sqrt{1+p^2}$. Joining neighbouring radii by cones, with half a cell of cylinder at each end, gives the area

$$A=2\pi h\sum_{\rm faces}\bar r s+\pi h(r_1+r_N).$$

Changing $r_i$ alters $\bar r$ by one half on each side. It also alters $p$ by $+1/h$ on the left face and $-1/h$ on the right. Since $ds/dp=p/s$,

$$\frac{\partial A}{\partial r_i}=2\pi h\left[\frac{s_++s_-}{2}-\frac1h\left(\frac{\bar rp}{s}\Big|_+-\frac{\bar rp}{s}\Big|_-\right)\right].$$

At a mirror end the missing face has $s=1$, $p=0$. The cell volume changes by $2\pi hr_i\,dr_i$. Curvature is area change per volume change, so

$$\kappa_i=\frac1{r_i}\left[\frac{s_++s_-}{2}-D\!\left(\frac{\bar rp}{s}\right)_i\right],$$

where $D$ is the centred difference between cells and faces. For small $h$ the bracket becomes $s-(rr_z/s)_z$. Using $s-r_z^2/s=1/s$ and $(r_z/s)_z=r_{zz}/s^3$,

$$\kappa=\frac1{rs}-\frac{r_{zz}}{s^3}.$$

The equation on the cells is $\dot u=D(MD\kappa)$ with $M=\bar r/s$ and no flux through the ends. With time still continuous, summation by parts gives

$$\dot A=2\pi h\sum_i\kappa_i\dot u_i=-2\pi h\sum_{\rm faces}M(D\kappa)^2\le0.$$

A finite time step does not inherit this result automatically, so the area is worth monitoring.

The cell equation was compared with the rate obtained from the metric and normal of a surface with a 30% ripple. The rms error fell from $8.85\times10^{-5}$ with 60 cells to $2.21\times10^{-5}$ with 120, the factor four of a second-order method.

## What "semi-implicit" means here

An explicit step must resolve the decay rate of the shortest grid ripple, about $16/h^4$. Halving the cell width then costs sixteen times as many steps. The remedy is to take the highest derivative at the new time.

Let $\delta=u^{\rm new}-u$. To first order the radius changes by $\delta/r$ and the face slope by $D(\delta/r)$. Because $d(p/s)/dp=1/s^3$, the highest-derivative part of the curvature change is

$$L\delta=-\frac1rD\!\left[\frac{\bar r}{s^3}D\!\left(\frac\delta r\right)\right].$$

The remaining, lower-derivative changes are left at the old time. With $G=DMD$, one step solves

$$(I-\Delta t\,GL)\,\delta=\Delta t\,G\kappa .$$

Each factor couples nearest neighbours, so the matrix has five diagonals. It is never singular. Both $-G$ and $L$ are symmetric and positive semidefinite, and $(-G)L$ has the same nonzero eigenvalues as $L^{1/2}(-G)L^{1/2}$, which are nonnegative. The eigenvalues of the step matrix are therefore at least one for every $\Delta t>0$.

Solvable does not mean accurate, nor does it guarantee $u>0$. A step that makes $u$ negative must be rejected.

## Setting 1: solver tolerance

Let an imperfect solver return $\delta$ with residual

$$\rho=\Delta t\,G\kappa-(I-\Delta t\,GL)\delta .$$

Sum over all cells. Each internal flux leaves one cell and enters the next, so the sum of $G$ applied to anything is zero. What remains is

$$\sum_i\delta_i=-\sum_i\rho_i,\qquad \Delta V=-2\pi h\sum_i\rho_i .$$

The volume error of a step is thus the summed residual, apart from rounding in the sums. It does not depend on how accurately the shape is followed.

A deliberately poor solve shows this. For a 40% ripple on 80 cells with $\Delta t=0.01$, single-precision arithmetic changed the relative volume by $-1.046\times10^{-7}$. The summed residual gave the same value. Double precision gave $-2.0\times10^{-16}$.

For guidance, suppose a run takes $n$ steps, each with relative volume error at most $e$. The total is at most about $ne$, and the mean radius shifts by half of that, because volume varies as $r^2$. For 3463 steps and $e=10^{-7}$ the bound is $3.5\times10^{-4}$ in volume. A uniform shift of the mean radius does not seed a ripple; it changes the rate. With $k$ fixed at the fastest wavenumber, $\sigma=k^2(1/R^2-k^2)$ gives $d\sigma/\sigma=-4\,dR/R$, so this bound moves the growth time by less than 0.1%, whether the ripple starts at 1% or at 0.01%. Keep $2ne$ below the relative accuracy wanted in the time, but do not stop there, because the summed residual says nothing about the shape. A solver that returns $\delta=0$ has $\rho=\Delta t\,G\kappa$, which sums to zero: the volume is exact, yet the ripple never moves. The largest entry of $\rho$ should therefore also be small beside the largest entry of $\delta$. A direct double-precision solve meets the volume condition easily here: over the 3463 steps of the wire run below, the largest relative drift was $4.6\times10^{-14}$.

## Setting 2: the time step

On a nearly uniform cylinder, two differences of a cosine multiply it by $-q^2$, where

$$q=\frac2h\sin\frac{kh}{2}.$$

Then $G\to-q^2$, $L\to q^2$, and the curvature ripple is $(q^2-1)$ times the radius ripple $\eta$. The step equation becomes

$$(1+\Delta t\,q^4)\,\delta=\Delta t\,(q^2-q^4)\,\eta ,$$

and the amplitude is multiplied by

$$g_1=1+\frac{\delta}{\eta}=\frac{1+\Delta t\,q^2}{1+\Delta t\,q^4}.$$

For $q>1$ this lies between zero and one at any step length, so short ripples decay without oscillation. For $q<1$ a long step remains finite but is wrong. At $q^2=1/2$ and $\Delta t=10$ the factor is $6/3.5=1.71$, whereas true growth is $e^{2.5}=12.2$. Linear stability is no evidence that a growing mode is resolved.

To find the error, write $a=q^2$, $b=q^4$, $\sigma=a-b$. Expanding the logarithm,

$$\frac{\ln g_1}{\Delta t}=\sigma-\frac{a^2-b^2}{2}\Delta t+\dots=\sigma\left[1-\frac{a+b}{2}\Delta t+\dots\right].$$

For the fastest mode $a=1/2$, $b=1/4$, and the rate is low by the fraction $0.375\,\Delta t$. One per cent accuracy needs $\Delta t\approx0.027$.

A better step combines one full step with two half steps:

$$u^{\rm new}=2u_{\rm two\ halves}-u_{\rm full}.$$

The weights add to one and volume is linear in $u$, so conservation survives. Decay without oscillation does not: for very long steps the factor tends to $2/q^4-1/q^2$, which is negative for $q^2>2$ but never below $-1/8$. A short ripple may then change sign, yet it still decays. To see the gain, expand

$$g_1(\Delta t)=1+\sigma\Delta t-\sigma b\Delta t^2+\sigma b^2\Delta t^3+\dots$$

The square of the half-step factor is

$$1+\sigma\Delta t+\left(\frac{\sigma^2}{4}-\frac{\sigma b}{2}\right)\Delta t^2+\left(\frac{\sigma b^2}{4}-\frac{\sigma^2b}{4}\right)\Delta t^3+\dots$$

Twice this minus $g_1$ has second-order term $\sigma^2/2$, as the exponential does. Its third-order term is $-\sigma b(b+\sigma)/2=-\sigma ab/2$, against the exact $\sigma^3/6$. The relative rate error is therefore

$$-\left(\frac{ab}{2}+\frac{\sigma^2}{6}\right)\Delta t^2 ,$$

or $-0.073\,\Delta t^2$ for the fastest mode. The difference between the full-step and two-half-step results estimates the error of the latter and can control $\Delta t$.

Growth rates were measured with the full nonlinear equations, using 100 cells, an initial ripple of $10^{-4}$ and 200 steps of $0.01$:

| $kR$ | measured | formula |
|---|---|---|
| 0.3000 | 0.08189 | 0.08190 |
| 0.5000 | 0.18749 | 0.18750 |
| 0.7071 | 0.25000 | 0.25000 |
| 0.9000 | 0.15394 | 0.15390 |
| 1.2000 | −0.63328 | −0.63360 |

Rates are in $B/R^4$. The last row has the largest difference, $3.2\times10^{-4}$, and the analysis accounts for it. The time error contributes $1.0\times10^{-4}$. On the grid $q^2\approx k^2[1-(kh)^2/12]$ with $kh=\pi/100$, which changes $k^2-k^4$ by $2.2\times10^{-4}$.

Close to pinch-off the limiting orders are reached slowly. A 20% ripple on 20 cells was followed for two time units, which ends shortly before it pinches off, and compared with an explicit fourth-order integration. Between 320 and 640 steps the largest error in $u$ fell from $8.52\times10^{-3}$ to $4.58\times10^{-3}$ for the basic step, a factor 1.86 rather than 2. With extrapolation it fell from $3.54\times10^{-4}$ to $1.12\times10^{-4}$, a factor 3.2 rather than 4. Nearer pinch-off a fixed step chosen from linear growth is too long: in the wire run below the neck shrinks from $0.2R$ to $0.1R$ in 0.007 time units, less than the step of 0.027 found above. Error control is needed there.

## Settings 3 and 4: cell size and stopping radius

Near pinch-off the neck radius $r_{\min}$ may become the one relevant length. If so, dimensions leave

$$r_{\min}^4=cB(t_p-t),$$

with $t_p$ the pinch-off time and $c$ a number. The remaining time falls sixteenfold when the neck halves, and the step must shrink with it. The cells must also resolve the neck. The continuum equation ends at $t_p$, so a run should stop while several cells still span a length $r_{\min}$. The last interval can be extrapolated from two neck radii $r_1>r_2$ reached at $t_1<t_2$:

$$t_p=t_2+r_2^4\,\frac{t_2-t_1}{r_1^4-r_2^4}.$$

If different pairs disagree, the run stopped too early or the neck is poorly resolved.

## A bare interconnect wire at 400 °C

Take a single-crystal metal wire with $R=20$ nm, $\gamma=1.5$ J/m², $\Omega=0.012$ nm³, and $D_s=D_0e^{-E/k_BT}$ with $D_0=10^{-6}$ m²/s and $E=1.0$ eV. At 673.15 K, $D_s=3.26\times10^{-14}$ m²/s $=3.26\times10^4$ nm²/s. It is useful to define

$$g=\frac{\gamma\Omega}{Rk_BT}=0.0968,$$

because then $B=D_s\,g\,R\,\Omega^{1/3}$. With $\Omega^{1/3}=0.229$ nm,

$$B=3.26\times10^4\times0.0968\times20\times0.229\approx1.45\times10^4\ {\rm nm^4/s}.$$

The time unit is $R^4/B=1.6\times10^5/1.445\times10^4=11.07$ s. The fastest ripple has wavelength 178 nm and grows by a factor $e$ in $4\times11.07=44.3$ s.

The run used 160 cells per half wavelength, a relative error estimate of at most $10^{-5}$ per step, steps no longer than 0.05, and a 1% (0.2 nm) ripple. With amplitude meaning the fundamental cosine component of the radius, the local growth rate was 0.2503 at amplitude $0.02R$, close to the linear 0.25. It rose to 0.260 at $0.10R$ and 0.383 at $0.30R$. The linear law is thus good to about 4% at a 10% ripple and fails badly at 30%.

The neck reached $0.5R$ at 13.320 time units, $0.2R$ at 13.605 and $0.1R$ at 13.612. Both extrapolation windows, $0.2R$ to $0.15R$ and $0.15R$ to $0.1R$, give $t_p=13.612$, or 151 s. The last digit of these times is not converged: with much shorter steps each is about 0.001 smaller and $t_p=13.611$. Agreement of the windows cannot show this, because the error builds up during the long growth stage and less than 0.001 remains after $0.1R$. Extending linear growth until the amplitude equals $R$ gives $4\ln100=18.42$, which is 35% too long. The surface area fell at every accepted step, to 0.968 of its initial value.

In the last profile the narrowest cell was the one at the mirror plane, so the neck had not split in two to leave a satellite between. The steepest slope was then 0.75, and the surface was still single-valued. The cell width was $4.443/160=0.028R$, or 3.6 cells per neck radius. Going from 80 to 160 cells changed the time to $0.1R$ by $2.9\times10^{-5}$ of itself. At 80 cells, a quarter of the error tolerance and half the longest step changed it by $7.1\times10^{-5}$. For this case the settings are far tighter than the physical inputs deserve.

## How far to trust the 151 seconds

**Diffusion barrier.** A change of 0.1 eV at fixed $D_0$ multiplies all times by 5.6 or divides them by it, giving roughly 27 s to 850 s. At 100 °C the $e$-folding time becomes about 300 days.

**Large curvature.** The equilibrium density of mobile atoms varies as $e^{gR\kappa}$, which the model linearizes. If the flux follows the gradient of $e^{gR\kappa}/g$, the chain rule multiplies the curvature gradient by $e^{gR\kappa}$. On the cylinder this raises the linear rate by $e^{0.0968}=1.10$. At the last neck $R\kappa=4.64$ and the factor is 1.57.

**Anisotropy.** Let $\gamma$ depend smoothly on surface tilt $\theta$, with $\gamma'(0)=0$ and $S=\gamma(0)+\gamma''(0)$. Then $\gamma s\approx\gamma(0)+Sr_z^2/2$. A ripple $\varepsilon\cos kz$ at fixed volume lowers the mean radius by $\varepsilon^2/4R$. Over a length $\lambda$ the energy changes by

$$\Delta E=2\pi\lambda\left[\frac{RSk^2\varepsilon^2}{4}-\frac{\gamma(0)\varepsilon^2}{4R}\right]=\frac{\pi\lambda R\varepsilon^2}{2}\left[Sk^2-\frac{\gamma(0)}{R^2}\right].$$

The driving force is proportional to the bracket, so $k^4$ in $\sigma$ acquires the factor $S/\gamma(0)$. For $\gamma\propto1-0.02\cos4\theta$ this is $1.30/0.98=1.33$. With $\gamma(0)$ held fixed, the fastest rate falls to 0.75 of its value and the wavelength grows by 1.15. The model assumes the same dependence on tilt all around the wire. In a real crystal it generally varies around the circumference, so these factors illustrate the size of the effect rather than predict it. Facets also lie outside this smooth model.

**Thermal ripples.** For a stable mode, equipartition sets the mean of $\Delta E$ to $k_BT/2$. For isotropic tension and a segment of length $\lambda=178$ nm this gives $\langle\varepsilon^2\rangle=k_BT/[\pi\lambda R\gamma(k^2-1/R^2)]$. The second harmonic of the fastest ripple, $k=\sqrt2/R$, then has rms amplitude 0.015 nm. If the initial ripple were that small instead of 0.2 nm, linear growth would add $44.3\ln(0.2/0.0149)\approx115$ s. This is only a scale. The growing ripple itself has no equilibrium amplitude; its bracket $k^2-1/R^2$ is half as large in size, and using that size instead gives 0.021 nm and about 100 s. Both amplitudes are far below an atomic spacing.

**Grain boundaries.** A boundary pulls the surface into a groove with slope $m$ on each side. For small slopes, the kink $2m$ must be removed from the curvature:

$$y_t=-B\,\partial_x^2\left[y_{xx}-2m\,\delta(x)\right].$$

For a Fourier component of wavenumber $k$, starting flat,

$$\hat y=-\frac{2m}{k^2}\left(1-e^{-Bk^4t}\right).$$

Integrating over $k$ at $x=0$, with $w=k(Bt)^{1/4}$, gives the depth

$$d=\frac{2m}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-w^4}}{w^2}\,dw=\frac{2\Gamma(3/4)}{\pi}\,m(Bt)^{1/4}.$$

The last step integrates by parts to $4\int_0^\infty w^2e^{-w^4}dw=\Gamma(3/4)$. The coefficient is 0.780; a separate cell calculation gave 0.7802. For a boundary energy of $\gamma/3$, force balance gives $\sin\theta=1/6$ and $m=0.169$. The groove is as deep as the 0.2 nm ripple when $(Bt)^{1/4}=0.01R/(0.780\times0.169)=0.076R$, after 0.37 ms. This length is well below $R$, so neglecting the curvature of the wire is justified. It is only 1.5 nm, however, and the groove is then about one atom deep, so the continuum time is only a rough guide.

**Lattice diffusion.** With $D_0=10^{-5}$ m²/s and a 2.0 eV barrier, the lattice diffusivity $D_v$ acts over the section $\pi R^2$, while $D_s$ acts over a surface layer of area $2\pi R\,\Omega^{1/3}$. For the same driving force the ratio of the two transports is $D_vR/(2D_s\Omega^{1/3})=1.4\times10^{-5}$.

The tension and atomic volume are rough values typical of close-packed interconnect metals; the diffusion parameters are much less certain. Real lines usually have grain boundaries and are enclosed by liners and dielectric. In this estimate a boundary groove matches the depth of the assumed ripple within a millisecond, but it is then much narrower than the ripple, and its later effect on break-up is not computed here. Enclosure removes the free surface and may suppress the instability altogether, an effect not sized here, as are stress and current. The 151 s therefore describes an exposed, single-crystal segment with the stated ripple, treated as having isotropic surface tension and diffusivity, and is not a device lifetime. The complete values are in the numerical output.

## Values computed for the example and the checks

```
wire radius R = 20.0 nm; seed = 0.20 nm
surface tension = 1.50 J/m2; atomic volume = 0.012 nm3
D0 = 1.0e-06 m2/s; barrier = 1.00 eV; T = 673.15 K
surface diffusivity D_s = 3.259e-14 m2/s
B = 1.4453e+04 nm4/s; time unit R^4/B = 11.071 s
fastest wavelength = 177.72 nm
linear e-folding time 4R^4/B = 44.28 s
rate-law rms error, 60 and 120 cells = 8.85e-05, 2.21e-05
one step, relative volume drift, single precision = -1.046e-07
same drift from summed residual = -1.046e-07
same step, double precision drift = -2.0e-16
kR = 0.3000: rate measured 0.08189, formula 0.08190 (B/R^4)
kR = 0.5000: rate measured 0.18749, formula 0.18750 (B/R^4)
kR = 0.7071: rate measured 0.25000, formula 0.25000 (B/R^4)
kR = 0.9000: rate measured 0.15394, formula 0.15390 (B/R^4)
kR = 1.2000: rate measured -0.63328, formula -0.63360 (B/R^4)
basic step error, 320 and 640 steps = 8.52e-03, 4.58e-03 R^2
extrapolated error, 320 and 640 steps = 3.54e-04, 1.12e-04 R^2
main run: cells = 160, accepted steps = 3463
main run: largest relative volume drift = 4.6e-14
main run: area, end/start = 0.9684
growth rate at ripple amplitude 0.02 R = 0.2503 B/R^4
growth rate at ripple amplitude 0.10 R = 0.2601 B/R^4
growth rate at ripple amplitude 0.30 R = 0.3831 B/R^4
neck 0.50 R reached at 13.3201 R^4/B = 147.46 s
neck 0.20 R reached at 13.6050 R^4/B = 150.62 s
neck 0.15 R reached at 13.6098 R^4/B = 150.67 s
neck 0.10 R reached at 13.6116 R^4/B = 150.69 s
change of time to 0.1 R: grid 2.9e-05, time step 7.1e-05
pinch-off time, early window = 13.6121 R^4/B
pinch-off time, late window = 13.6121 R^4/B = 150.7 s
linear estimate 4 ln(R/seed) = 18.421 R^4/B
last profile: neck at z = 4.429 R of 4.443 R
last profile: steepest slope = 0.746; neck curvature = 4.644 /R
barrier change of 0.1 eV: time factor = 5.61
e-folding time at 373.15 K = 296.9 days
Gibbs-Thomson number g = 0.0968; linear rate factor = 1.102
Gibbs-Thomson factor at last neck = 1.568
anisotropy amplitude = 0.02; stiffness/tension = 1.327
anisotropy: rate factor = 0.754, wavelength factor = 1.152
groove coefficient: formula 0.7801, numerical 0.7802
boundary/surface energy = 0.333; groove slope = 0.1690
groove as deep as seed after 0.366 ms; (Bt)^(1/4) = 0.0758 R
lattice: D0 = 1.0e-05 m2/s, barrier = 2.00 eV
lattice/surface transport ratio = 1.4e-05
thermal amplitude of second harmonic = 0.0149 nm
```
